# Onsager's Reaction Field and Solvation Energy of a Dipole in a Cavity: test program

```python
"""
Onsager reaction field of a point dipole at the centre of a spherical cavity.

Result under test (Gaussian-type units, potential of a charge q is q/r):
    reaction field      R  = f mu,  f = 2 (eps - 1) / ((2 eps + 1) a^3)
    rigid dipole        dG = -f mu^2 / 2
    polarizable dipole  dG = -f mu0^2 / (2 (1 - f alpha))
mu: dipole moment, mu0: its gas-phase value, alpha: polarizability,
a: cavity radius, eps: permittivity outside (1 inside).

Independent road: the polarization charge on the cavity wall is found from an
integral equation on a grid in cos(theta), with no assumed angular form.
Fields and energies then follow from direct Coulomb sums.
Lengths are in angstrom and charges in e; COULOMB converts e^2/angstrom to eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import dblquad
from scipy.optimize import minimize_scalar
from scipy.special import ellipkm1

COULOMB = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
# The wall grid treats a logarithmic kernel singularity by subtraction,
# which leaves a discretization error that falls with the number of nodes.
GRID_TOL = 1e-3


def onsager_factor(eps, a):
    return 2 * (eps - 1) / ((2 * eps + 1) * a**3)


def wall_charge(mu, a, eps, shift=0.0, nodes=600):
    """Nodes, weights, charge density and its own potential on the wall.

    The dipole points along z and sits at z = shift."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    s = np.sqrt(1 - x**2)
    p = 1 - np.outer(x, x)
    q = np.outer(s, s)
    np.fill_diagonal(p, 2.0)      # placeholder, diagonal is removed below
    np.fill_diagonal(q, 0.0)
    # 1/distance integrated over the azimuth of the source ring
    ring = 4 * ellipkm1((p - q) / (p + q)) / (a * np.sqrt(2 * (p + q)))
    np.fill_diagonal(ring, 0.0)
    potential = a**2 * ring * w
    # a uniform unit charge density has potential 4 pi a on the wall
    potential += np.diag(4 * np.pi * a - potential.sum(axis=1))
    dist = np.sqrt(a**2 + shift**2 - 2 * a * shift * x)
    dipole_field = mu * (3 * (a * x - shift) * (a - shift * x) / dist**2
                         - x) / dist**3
    chi = (eps - 1) / (4 * np.pi)
    # density = -chi * (radial field just outside the wall)
    matrix = np.eye(nodes) * (1 + 2 * np.pi * chi) + chi * potential / (2 * a)
    density = np.linalg.solve(matrix, -chi * dipole_field)
    return x, w, density, potential @ density


def field_on_axis(x, w, density, a, z):
    dist = np.sqrt(a**2 + z**2 - 2 * a * z * x)
    return 2 * np.pi * a**2 * np.sum(w * density * (z - a * x) / dist**3)


def close(value, target, tol=GRID_TOL):
    return abs(value - target) <= tol * abs(target)


mu0, a, eps, alpha = 0.5, 2.0, 10.0, 1.5
f = onsager_factor(eps, a)

# Reaction field and its uniformity inside the cavity
x, w, density, own_potential = wall_charge(mu0, a, eps)
field_num = field_on_axis(x, w, density, a, 0.0)
field_half = field_on_axis(x, w, density, a, 0.5 * a)
assert close(field_num, f * mu0)
assert close(field_half, f * mu0)

# Angular form and size of the wall charge
amplitude = -3 * (eps - 1) * mu0 / (2 * np.pi * (2 * eps + 1) * a**3)
assert np.max(np.abs(density - amplitude * x)) < GRID_TOL * abs(amplitude)

# Potential outside looks like that of a reduced dipole, at two distances
outside = 3 * mu0 / (2 * eps + 1)
for z in (1.7 * a, 4.0 * a):
    dist = np.sqrt(a**2 + z**2 - 2 * a * z * x)
    phi = mu0 / z**2 + 2 * np.pi * a**2 * np.sum(w * density / dist)
    outside_num = phi * z**2
    # the dipole and wall terms nearly cancel, so the error scales with mu0
    assert abs(outside_num - outside) < GRID_TOL * mu0

# Energy of a rigid dipole from its three physical pieces
area = 2 * np.pi * a**2 * w
coupling = np.sum(area * density * mu0 * x / a**2)
self_energy = 0.5 * np.sum(area * density * own_potential)
chi = (eps - 1) / (4 * np.pi)


def material_density(r, c):
    e_r = 2 * outside * c / r**3
    e_theta = outside * np.sqrt(1 - c**2) / r**3
    return 0.5 * chi * (e_r**2 + e_theta**2) * 2 * np.pi * r**2


material = dblquad(material_density, -1, 1, a, np.inf)[0]
rigid = -0.5 * f * mu0**2
assert close(coupling, -f * mu0**2)
assert close(material, 3 * (eps - 1) * mu0**2 / ((2 * eps + 1)**2 * a**3))
assert close(self_energy,
             2 * (eps - 1)**2 * mu0**2 / ((2 * eps + 1)**2 * a**3))
rigid_num = coupling + material + self_energy
assert close(rigid_num, rigid, 3 * GRID_TOL)   # three pieces, partly cancelling

# Polarizable dipole: iterate dipole and wall charge to self-consistency
mu = mu0
for _ in range(12):
    xi, wi, di, _unused = wall_charge(mu, a, eps, nodes=400)
    reaction = field_on_axis(xi, wi, di, a, 0.0)
    mu = mu0 + alpha * reaction
mu_formula = mu0 / (1 - f * alpha)
polarizable = -0.5 * f * mu0**2 / (1 - f * alpha)
distortion = (mu_formula - mu0)**2 / (2 * alpha)
assert close(mu, mu_formula)
f_num = field_num / mu0
best = minimize_scalar(
    lambda m: (m - mu0)**2 / (2 * alpha) - 0.5 * f_num * m**2,
    bounds=(0, 3 * mu0), method="bounded", options={"xatol": 1e-10})
assert close(best.x, mu)
assert close(best.fun, polarizable, 3 * GRID_TOL)

# Dependence on permittivity
scan = []
for e in (2.0, 5.0, 10.0, 80.0):
    xs, ws, ds, _unused = wall_charge(1.0, a, e, nodes=400)
    numeric = field_on_axis(xs, ws, ds, a, 0.0) * a**3
    formula = onsager_factor(e, a) * a**3
    assert close(numeric, formula)
    scan.append((e, formula, numeric))

# A displaced dipole does not feel the central value
shift = 0.2 * a
off = []
for n in (300, 600):
    xo, wo, do, _unused = wall_charge(mu0, a, eps, shift, n)
    off.append(field_on_axis(xo, wo, do, a, shift))
assert close(off[0], off[1])
assert off[1] > 1.05 * f * mu0

print(f"Coulomb constant e^2/(4 pi eps0): {COULOMB:.4f} eV angstrom")
print(f"gas-phase dipole mu0: {mu0:.2f} e angstrom")
print(f"cavity radius a: {a:.2f} angstrom")
print(f"permittivity eps: {eps:.1f} (no unit)")
print(f"polarizability alpha: {alpha:.2f} angstrom^3")
print(f"reaction field factor f: {f:.5f} angstrom^-3")
print(f"reaction field, formula: {COULOMB*f*mu0:.4f} V/angstrom")
print(f"reaction field, wall charge: {COULOMB*field_num:.4f} V/angstrom")
print(f"same at z = a/2, wall charge: {COULOMB*field_half:.4f} V/angstrom")
print(f"wall charge density at theta=0: {amplitude:.5f} e/angstrom^2")
print(f"outside dipole B, formula: {outside:.5f} e angstrom")
print(f"outside dipole B, wall charge: {outside_num:.5f} e angstrom")
print(f"coupling energy: {COULOMB*coupling:.4f} eV")
print(f"material polarization energy: {COULOMB*material:.4f} eV")
print(f"wall charge self-energy: {COULOMB*self_energy:.4f} eV")
print(f"sum of the three pieces: {COULOMB*rigid_num:.4f} eV")
print(f"rigid solvation energy, formula: {COULOMB*rigid:.4f} eV")
print(f"rigid solvation energy: {COULOMB*rigid/HARTREE:.6f} hartree")
print(f"f alpha: {f*alpha:.4f} (no unit)")
print(f"dipole in solvent, formula: {mu_formula:.4f} e angstrom")
print(f"dipole in solvent, iterated: {mu:.4f} e angstrom")
print(f"solute distortion energy: {COULOMB*distortion:.4f} eV")
print(f"polarizable solvation energy, formula: {COULOMB*polarizable:.4f} eV")
print(f"polarizable, numerical minimum: {COULOMB*best.fun:.4f} eV")
print(f"polarizable solvation: {COULOMB*polarizable/HARTREE:.6f} hartree")
for e, formula, numeric in scan:
    print(f"eps {e:.0f}: f a^3 formula {formula:.4f}, "
          f"wall charge {numeric:.4f} (no unit)")
for radius in (0.9 * a, 1.1 * a):
    energy = -0.5 * COULOMB * onsager_factor(eps, radius) * mu0**2
    print(f"rigid solvation energy at a = {radius:.1f} angstrom: "
          f"{energy:.4f} eV")
print(f"dipole displacement along its axis: {shift:.2f} angstrom")
print(f"field at displaced dipole: {COULOMB*off[1]:.4f} V/angstrom")
print(f"ratio to central field: {off[1]/(f*mu0):.3f} (no unit)")
print("tests ok")
```

Running it gives:

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
gas-phase dipole mu0: 0.50 e angstrom
cavity radius a: 2.00 angstrom
permittivity eps: 10.0 (no unit)
polarizability alpha: 1.50 angstrom^3
reaction field factor f: 0.10714 angstrom^-3
reaction field, formula: 0.7714 V/angstrom
reaction field, wall charge: 0.7714 V/angstrom
same at z = a/2, wall charge: 0.7714 V/angstrom
wall charge density at theta=0: -0.01279 e/angstrom^2
outside dipole B, formula: 0.07143 e angstrom
outside dipole B, wall charge: 0.07143 e angstrom
coupling energy: -0.3857 eV
material polarization energy: 0.0276 eV
wall charge self-energy: 0.1653 eV
sum of the three pieces: -0.1929 eV
rigid solvation energy, formula: -0.1929 eV
rigid solvation energy: -0.007087 hartree
f alpha: 0.1607 (no unit)
dipole in solvent, formula: 0.5957 e angstrom
dipole in solvent, iterated: 0.5957 e angstrom
solute distortion energy: 0.0440 eV
polarizable solvation energy, formula: -0.2298 eV
polarizable, numerical minimum: -0.2298 eV
polarizable solvation: -0.008444 hartree
eps 2: f a^3 formula 0.4000, wall charge 0.4000 (no unit)
eps 5: f a^3 formula 0.7273, wall charge 0.7273 (no unit)
eps 10: f a^3 formula 0.8571, wall charge 0.8571 (no unit)
eps 80: f a^3 formula 0.9814, wall charge 0.9814 (no unit)
rigid solvation energy at a = 1.8 angstrom: -0.2645 eV
rigid solvation energy at a = 2.2 angstrom: -0.1449 eV
dipole displacement along its axis: 0.40 angstrom
field at displaced dipole: 0.9046 V/angstrom
ratio to central field: 1.173 (no unit)
tests ok
```
